# Diagrammatic Monte Carlo for the Fröhlich polaron at zero total momentum, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions and symmetry fix

One electron of band mass \(m\) interacts with dispersionless longitudinal optical phonons of frequency \(\omega_0\) through a Coulomb-like coupling of strength \(e^2(1/\epsilon_\infty-1/\epsilon_0)\) in Gaussian units. From \(\hbar\), \(m\) and \(\omega_0\) one can form one energy \(\hbar\omega_0\), one time \(1/\omega_0\) and one length \(\sqrt{\hbar/m\omega_0}\). The coupling has the dimension of energy times length, so it enters only as a pure number, conventionally

\[
\alpha=\frac{e^2}{\hbar}\sqrt{\frac{m}{2\hbar\omega_0}}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right).
\]

The ground-state energy is therefore \(\hbar\omega_0\) times a function of \(\alpha\), the quasiparticle weight \(Z\) is a function of \(\alpha\), and the imaginary-time Green function at zero momentum depends on \(\omega_0\tau\) and \(\alpha\) alone. With \(\hbar=m=\omega_0=1\), which holds from here on, the model is defined by

\[
H=\frac{p^2}{2}+\sum_{\mathbf q} b^\dagger_{\mathbf q}b_{\mathbf q}+\sum_{\mathbf q}\left(V_q\,b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+V_q^*\,b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad |V_q|^2=\frac{2\sqrt2\,\pi\alpha}{\mathcal V q^2},
\]

where \(\mathcal V\) is the volume and energies are counted from the band bottom with no phonons present.

Two symmetries restrict the expansion in the coupling. Translation invariance conserves the total momentum, so at every instant the electron momentum is the total momentum minus the momenta of the phonons present. The substitution \(b\to-b\) leaves the free Hamiltonian and the phonon vacuum unchanged and reverses the sign of \(V_q\), so vacuum-to-vacuum amplitudes contain only even powers of \(V_q\), that is, integer powers of \(\alpha\).

Each power of \(\alpha\) comes with two time integrals and one integral \(\int d^3q/q^2\). Since \(q^2\tau\) is dimensionless when \(\hbar=m=1\), a momentum counts as time to the power \(-1/2\), and each power of \(\alpha\) brings time to the power \(2-\tfrac12=\tfrac32\). The order-\(n\) term of the Green function is thus \((\alpha\tau^{3/2})^n\) times a function whose only dependence on \(\tau\) comes from the phonon energy. This exponent \(3n/2\) returns in the time update and in an estimator of the energy.

## The quantity computed

At zero temperature and total momentum zero, let \(|0\rangle\) be the state with the electron at \(\mathbf p=0\) and no phonons. The option samples

\[
G(\tau)=\langle 0|e^{-H\tau}|0\rangle=\sum_\nu |\langle\nu|0\rangle|^2e^{-E_\nu\tau},
\]

where the second form follows from inserting the eigenstates \(|\nu\rangle\) of \(H\) at zero total momentum. The sign is chosen so that \(G(0)=1\). The lowest state is the polaron, with energy \(E\) and weight \(Z=|\langle \text{pol}|0\rangle|^2\). A polaron of momentum \(-\mathbf q\) together with a distant phonon of momentum \(\mathbf q\) also has zero total momentum and energy \(E(\mathbf q)+1\). If the polaron band has its minimum at zero momentum, these states form a continuum that starts at \(E+1\). At weak coupling, where no other discrete level is assumed to lie below this threshold,

\[
G(\tau)=Ze^{-E\tau}\left[1+O(e^{-\tau})\right].
\]

Nothing here excludes further discrete levels below the threshold at strong coupling, and they would slow the approach to a single exponential.

## The diagram weight

Write \(H=H_0+H_1\), with \(H_1\) the coupling. Iterating \(e^{-H\tau}=e^{-H_0\tau}-\int_0^\tau dt\,e^{-H_0(\tau-t)}H_1e^{-Ht}\) gives

\[
G(\tau)=\sum_{M}(-1)^M\!\!\int\limits_{0<s_1<\dots<s_M<\tau}\!\!ds_1\cdots ds_M\,\langle0|e^{-H_0(\tau-s_M)}H_1\cdots H_1e^{-H_0s_1}|0\rangle .
\]

Only \(M=2n\) survives, so the sign is \(+1\). Each \(H_1\) either emits a phonon, with \(V_q^*b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\) lowering the electron momentum by \(\mathbf q\), or absorbs one, raising it by \(\mathbf q\). Moving every \(b\) to the right with \([b_{\mathbf q},b^\dagger_{\mathbf q'}]=\delta_{\mathbf q\mathbf q'}\) until it annihilates the vacuum turns the phonon matrix element into a sum over all pairings of an emission at an earlier time \(t_1\) with an absorption at a later time \(t_2\). Each pairing has coefficient \(+1\), because bosons commute. A pair is called an arc, \(y=(t_1,t_2,\mathbf q)\), of length \(\Delta=t_2-t_1\). It contributes \(|V_q|^2\) from its two vertices and \(e^{-\Delta}\) from the phonon energy in \(H_0\). With \(\sum_{\mathbf q}\to\mathcal V\int d^3q/(2\pi)^3\) the volume cancels. Between vertices the electron contributes \(e^{-p^2\,\delta t/2}\), where

\[
\mathbf p(t)=-\sum_j\mathbf q_j\chi_j(t),
\]

and \(\chi_j(t)\) is 1 under arc \(j\) and 0 elsewhere. Including a factor \(e^{\mu\tau}\), whose use is explained below, the weight of a diagram with \(n\) arcs is

\[
D_n=e^{\mu\tau}\prod_{j=1}^n\frac{2\sqrt2\,\pi\alpha\,e^{-\Delta_j}}{(2\pi)^3q_j^2}\;\exp\left(-\frac12\int_0^\tau p^2\,dt\right).
\]

An ordered set of \(2n\) times with a pairing is the same thing as an unordered set of \(n\) arcs. If each of \(n\) labelled arcs is integrated independently over \(0<t_1<t_2<\tau\) and all \(\mathbf q\), every unordered set appears \(n!\) times, so with \(dy=dt_1dt_2d^3q\),

\[
e^{\mu\tau}G(\tau)=\sum_{n=0}^\infty\frac1{n!}\int dy_1\cdots dy_n\,D_n .
\]

For \(n=2\) the count can be seen directly. Three pairings times the ordered volume \(\tau^4/24\) give \(\tau^4/8\), and \(\frac1{2!}(\tau^2/2)^2\) is also \(\tau^4/8\). The series is assumed to converge. Every \(D_n\) is positive, so it can serve as a probability density on the space of \((\tau,\{y_j\})\) with \(0<\tau<\tau_{\max}\). Positivity rests on there being one electron; with a Fermi sea, exchange signs appear and this sampler does not apply.

Squaring \(\mathbf p(t)\) and integrating gives the electron action in terms of overlaps,

\[
\frac12\int_0^\tau p^2dt=\frac12\sum_{i,j}\mathbf q_i\cdot\mathbf q_j\,O_{ij},\qquad O_{ij}=\int\chi_i\chi_j\,dt,
\]

where \(O_{ij}=\max\{0,\min(t_{2i},t_{2j})-\max(t_{1i},t_{1j})\}\) and \(O_{jj}=\Delta_j\). No time-ordered list of vertices is needed. When an arc \((t_1,t_2,\mathbf q)\) is added, \(\mathbf p\to\mathbf p-\mathbf q\) on \((t_1,t_2)\), so \(p^2/2\) changes by \(q^2/2-\mathbf q\cdot\mathbf p\) there, and

\[
\frac{D_{n+1}}{D_n}=\frac{2\sqrt2\,\pi\alpha}{(2\pi)^3q^2}\,e^{-\Delta-q^2\Delta/2+\mathbf q\cdot\mathbf P},\qquad \mathbf P=\int_{t_1}^{t_2}\mathbf p\,dt=-\sum_{j=1}^n\mathbf q_jO_j ,
\]

with \(O_j\) the overlap of the new arc with arc \(j\). The factor \(e^{\mathbf q\cdot\mathbf P}\) is the only place where arcs influence one another.

## Adding and removing an arc

Each step attempts an addition or a removal with probability \(\tfrac12\) each. An addition draws \(y\) from a density \(\rho(y)\) and accepts with probability \(A_+\). A removal picks one of the arcs uniformly and accepts with probability \(A_-\). Detailed balance requires the flow from order \(n\) to \(n+1\) to equal the reverse flow for every pair of diagrams. For an arbitrary function \(f\) of the smaller set \(X\) and the extra arc \(y\), the upward flow is

\[
\frac12\,\frac1{n!}\int d^nX\,dy\;D_n(X)\,\rho(y)\,A_+\,f(X,y).
\]

The downward flow starts from the measure \(\frac{1}{(n+1)!}d^{n+1}y\) and sums over the \(n+1\) arcs that may be picked, each with probability \(1/(n+1)\). Relabelling the integration variables makes the \(n+1\) terms equal, so the sum cancels the picking probability and leaves

\[
\frac12\,\frac1{(n+1)!}\int d^nX\,dy\;D_{n+1}(X\cup y)\,A_-\,f(X,y).
\]

Since \(f\) is arbitrary and \((n+1)!=(n+1)\,n!\), the flows agree when

\[
\frac{A_+}{A_-}=R_{\rm add}=\frac{D_{n+1}}{D_n}\,\frac{1}{(n+1)\,\rho(y)} .
\]

The Metropolis choice \(A_+=\min(1,R_{\rm add})\), \(A_-=\min(1,1/R_{\rm add})\) has this ratio.

The proposal copies every factor of \(D_{n+1}/D_n\) that depends on the new arc alone. The start \(t_1\) is uniform on \((0,\tau)\), with density \(1/\tau\). The length is \(\Delta=z^2/2\) with \(z\) a standard normal number. The density of \(|z|\) is \(\sqrt{2/\pi}\,e^{-z^2/2}\) and \(d|z|/d\Delta=1/\sqrt{2\Delta}\), so \(\Delta\) has density \(e^{-\Delta}/\sqrt{\pi\Delta}\). The momentum is \(\mathbf q=g\,\hat{\mathbf n}/\sqrt\Delta\), with \(g\) standard normal and \(\hat{\mathbf n}\) an isotropic unit vector; the sign of \(g\) is absorbed in the direction. Then \(|\mathbf q|\) has density \(\sqrt{2\Delta/\pi}\,e^{-q^2\Delta/2}\), and dividing by the area \(4\pi q^2\) of the shell gives the density per \(d^3q\). The map from \((t_1,\Delta)\) to \((t_1,t_2)\) has unit Jacobian. Hence

\[
\rho(y)=\frac1\tau\cdot\frac{e^{-\Delta}}{\sqrt{\pi\Delta}}\cdot\frac{\sqrt{2\Delta/\pi}\;e^{-q^2\Delta/2}}{4\pi q^2}=\frac{\sqrt2\,e^{-\Delta-q^2\Delta/2}}{4\pi^2\tau q^2}.
\]

The coupling prefactor is \(2\sqrt2\pi\alpha/(8\pi^3q^2)=\sqrt2\,\alpha/(4\pi^2q^2)\), which equals the prefactor of \(\rho\) times \(\alpha\tau\). Everything else cancels:

\[
R_{\rm add}(n\to n+1)=\frac{\alpha\tau}{n+1}\,e^{\mathbf q\cdot\mathbf P},\qquad R_{\rm rem}(n\to n-1)=\frac{n}{\alpha\tau}\,e^{-\mathbf q\cdot\mathbf P'} ,
\]

where \(\mathbf P'\) is built from the \(n-1\) arcs that remain. A proposal with \(t_2>\tau\) has weight zero and is rejected; \(\rho\) is not renormalised, because it is the density actually drawn from. A removal at \(n=0\) is rejected and the empty diagram is counted again. An upper limit on the order is imposed in the same way, by rejecting additions at the limit. That leaves the balance between all permitted pairs intact and samples the truncated series exactly.

The factor \(1/(n+1)\) can be isolated. Without it, the ratio of stationary weights between neighbouring orders is larger by \(n+1\), so the chain samples \(n!\,D_n\) in place of \(D_n\). Orders 0 and 1 keep their relative weight and order 2 is doubled.

## Changing the total time

The time update draws \(\delta\) uniformly from \((-w,w)\), sets \(\tau'=\tau+\delta\), rejects if \(\tau'\notin(0,\tau_{\max})\), and otherwise rescales the whole diagram with \(\lambda=\tau'/\tau\):

\[
t\to\lambda t,\qquad \mathbf q\to\lambda^{-1/2}\mathbf q .
\]

The step \(-\delta\), drawn with the same density, undoes the move. For a deterministic map at fixed \(\delta\), the acceptance ratio is the ratio of weights times the Jacobian determinant, because the volume element in configuration space changes. The new total time depends on \(\tau\) alone with \(\partial\tau'/\partial\tau=1\), so the Jacobian matrix is block triangular, and its determinant is \(\lambda^{2n}\) from the \(2n\) vertex times and \(\lambda^{-3n/2}\) from the \(3n\) momentum components. In the weight, \(\mathbf q_i\cdot\mathbf q_jO_{ij}\) is invariant, each \(1/q^2\) gives \(\lambda\), the phonon factor changes by \(e^{-(\lambda-1)\sum\Delta_j}\), and \(e^{\mu\tau}\) by \(e^{\mu(\tau'-\tau)}\). With \(\sigma=\sum_j\Delta_j/\tau\), the time-averaged number of phonons in the diagram, \((\lambda-1)\sum\Delta_j=\sigma(\tau'-\tau)\). The powers add to \(2n-\tfrac32n+n=\tfrac32n\), as dimensions required:

\[
R_{\rm scale}=\left(\frac{\tau'}{\tau}\right)^{3n/2}e^{-(\sigma-\mu)(\tau'-\tau)} .
\]

The arcs are stored as \(u=t/\tau\) and \(\boldsymbol\kappa=\mathbf q\sqrt\tau\). These do not change under the move, so it costs a fixed number of operations, and \(\mathbf q\cdot\mathbf P=-\sum_j\boldsymbol\kappa\cdot\boldsymbol\kappa_j\,o_j\) with \(o_j=O_j/\tau\). The three updates connect any two diagrams: all arcs can be removed, \(\tau\) moved, and new arcs added, each with nonzero probability density.

The same variables give an energy estimator. In them,

\[
G(\tau)=\sum_n\frac1{n!}\int d^{2n}u\,d^{3n}\kappa\;\tau^{3n/2}e^{-\sigma\tau}F_n(u,\kappa),
\]

with \(F_n\) and the integration domain independent of \(\tau\). Differentiating under the integral,

\[
-\frac{d\ln G}{d\tau}=\left\langle\sigma-\frac{3n}{2\tau}\right\rangle_\tau ,
\]

where the average runs over diagrams of total time \(\tau\). This is called the scaling estimator. In the same way \(D_n\propto\alpha^n\) gives the mean order, \(\langle n\rangle_\tau=\alpha\,\partial\ln G/\partial\alpha\).

The invariance of the electron action is special to zero total momentum. At momentum \(\mathbf k\), \(\mathbf P\) gains the term \(\mathbf k\Delta\) and \(R_{\rm add}\) keeps its form, but the action acquires \(k^2\tau/2-\mathbf k\cdot\sum_j\mathbf q_j\Delta_j\), whose terms scale as \(\lambda\) and \(\lambda^{1/2}\) and must be put into \(R_{\rm scale}\). The option described here is for \(\mathbf k=0\).

## Normalisation and extraction of E and Z

The chain visits a region of configuration space in proportion to its weight, with one unknown constant. The order-0 sector has \(D_0=e^{\mu\tau}\) and known total weight

\[
I_0=\int_0^{\tau_{\max}}e^{\mu\tau}d\tau=\frac{1-e^{\mu\tau_{\max}}}{-\mu}.
\]

If \(N_0\) measurements find \(n=0\) and \(N_{\rm bin}\) find \(\tau\) in a given interval at any order, the constant drops out of the ratio:

\[
\int_{\rm bin}e^{\mu\tau}G\,d\tau=I_0\,\frac{N_{\rm bin}}{N_0}.
\]

Likewise \(N_n/N_0=\int_0^{\tau_{\max}}e^{\mu\tau}G_n\,d\tau/I_0\), with \(G_n\) the order-\(n\) term.

In a window \([\tau_a,\tau_{\max}]\) of length \(L\), the single-exponential form makes the sampled density proportional to \(e^{-\gamma\tau}\), \(\gamma=E-\mu\). The log-likelihood of \(N_{\rm win}\) values is \(-\gamma\sum_i\tau_i-N_{\rm win}\ln J(\gamma)\), with \(J(\gamma)=\int_{\tau_a}^{\tau_{\max}}e^{-\gamma\tau}d\tau\). Setting its derivative to zero equates the sample mean \(\bar\tau\) to the model mean \(m(\gamma)=-J'/J\). From \(J=e^{-\gamma\tau_a}(1-e^{-\gamma L})/\gamma\),

\[
m(\gamma)=\tau_a+\frac1\gamma-\frac{L}{e^{\gamma L}-1}=\tau_c-\frac{\gamma L^2}{12}+\frac{\gamma^3L^4}{720}-\dots,\qquad\tau_c=\tau_a+\frac L2,
\]

where \(1/(e^x-1)=1/x-1/2+x/12-x^3/720+\dots\) was used. The closed form loses digits near \(\gamma=0\), so the root of \(m(\gamma)=\bar\tau\) is found by bracketing, with the integrals done by Gauss–Legendre quadrature. The normalisation applied to the whole window then reads \(ZJ(\gamma)=I_0N_{\rm win}/N_0\), so

\[
E=\mu+\gamma,\qquad Z=\frac{N_{\rm win}}{N_0}\,\frac{I_0}{J(\gamma)} .
\]

No binning enters. Many independent chains, called walkers, are run and divided into \(K\) groups. For any estimate \(\theta\), let \(\theta_{(i)}\) be its value with group \(i\) left out; the jackknife error is \(\left[\frac{K-1}{K}\sum_i(\theta_{(i)}-\bar\theta)^2\right]^{1/2}\). The groups are independent, so correlation along each chain is included without being measured. For Gaussian group sums the error bar has a relative uncertainty of \(1/\sqrt{2(K-1)}\), which is 11% for \(K=40\).

The scaling estimator is averaged over the same window. With \(W=e^{\mu\tau}G\), the identity \(W'=\mu W+W\,d\ln G/d\tau\) shows that its expectation is \(\mu-[W(\tau_{\max})-W(\tau_a)]/\int W d\tau\). It measures the slope of the same histogram through its end points and is not independent evidence for \(E\); agreement of the two shows that the distribution in \(\tau\) and the diagram content are consistent.

The diagram weight, the acceptance ratios of the updates, and the extraction of \(E\) and \(Z\) with their statistical errors are now in place. What remains is a weak-coupling reference, the bias of a finite window, a worked example at \(\alpha=1\), and the choice of settings.
